# Magnesocene: does a parallel sandwich prove metal d covalency?

## Question

In ferrocene two parallel cyclopentadienyl rings enclose the metal, and the bonding is described by overlap of ring π orbitals with iron 3d orbitals. Magnesocene, $\mathrm{Mg(C_5H_5)_2}$, is also a parallel sandwich. May I conclude from its shape that magnesium uses d orbitals covalently? If not, what keeps the rings parallel, and which metal orbitals take part?

## Answer

The conclusion does not follow. The shape is no evidence for metal d covalency if such a molecule resists bending and sideways slip even when the metal has no d functions. That can be examined by calculation, because the functions from which the orbitals are built are ours to choose.

Three questions need to be kept apart: which metal orbitals *can* mix with the rings, what favours the parallel shape, and how much each contribution lowers the energy.

### Which metal orbitals can mix

Take eclipsed rings, with the five-fold axis along $z$ and the metal at the origin. The point group is $D_{5h}$. In one ring, let $p_k$ be the π function on carbon $k$, at azimuth $\varphi_k=2\pi k/5$, with its positive lobe towards the metal. The ring combinations are

$$\psi_m=\frac{1}{\sqrt5}\sum_{k=0}^{4}e^{im\varphi_k}p_k,\qquad m=0,\pm1,\pm2 .$$

The six π electrons of $\mathrm{C_5H_5^-}$ fill $m=0$ and $m=\pm1$.

A metal function has the form $f_\mu=g(\rho,z)e^{i\mu\varphi}$. Rotating the integration variable by $\varphi_k$ carries carbon $k$ to carbon 0 and gives $\langle f_\mu|p_k\rangle=e^{-i\mu\varphi_k}S_0$, with $S_0=\langle f_\mu|p_0\rangle$. Hence

$$\langle f_\mu|\psi_m\rangle=\frac{S_0}{\sqrt5}\sum_{k=0}^{4}e^{i(m-\mu)\varphi_k}.$$

The sum is 5 if $m-\mu$ is a multiple of 5 and zero otherwise. The Fock operator has the same symmetry, so its matrix elements obey the same rule.

The second condition is parity under $z\to-z$. This reflection exchanges the rings and maps inward lobes onto inward lobes. Thus $\psi_m^{\rm top}+\psi_m^{\rm bottom}$ is even and the difference is odd. For the upper occupied π levels, $m=\pm1$, the even pair is called $e_1'$ and the odd pair $e_1''$. The metal functions are:

- $s$: even, $\mu=0$, type $a_1'$.
- $p_z$: odd, $\mu=0$, type $a_2''$; $p_x,p_y$: even, $|\mu|=1$, type $e_1'$.
- $d_{z^2}$: type $a_1'$; $d_{xz},d_{yz}$: odd, $|\mu|=1$, type $e_1''$; $d_{x^2-y^2},d_{xy}$: even, $|\mu|=2$, type $e_2'$.

So metal p functions can stabilize $e_1'$, whereas $e_1''$ has no partner among metal s and p functions. It can mix with metal d functions. Symmetry says that this mixing is allowed; it does not say that it is large or that the shape needs it.

One distinction matters here. The $e_1''$ ring combination looks like $d_{xz}$ or $d_{yz}$ when viewed from the metal. That is a property of functions centred on carbon and is present even if the metal has no d functions.

### Why two charged rings prefer to be parallel

Now consider a purely ionic model: a spherical, unpolarizable cation and two uniform rings of radius $a$, each with charge $-1$. I use atomic units. Each ring centroid is at distance $h$ from the metal. Bend the molecule by rotating each ring rigidly about the metal, so that the centroid–metal–centroid angle becomes $\pi-\beta$. Every ring charge keeps its distance from the metal, so the attraction does not change. The ring–ring repulsion does.

Let $\mathbf R$ join the centroids, and let $\mathbf s_1,\mathbf s_2$ run over the two rings, measured from their centroids. With $\mathbf u=\mathbf s_2-\mathbf s_1$, expansion to second order in $u/R$ gives

$$U=\left\langle\frac1{|\mathbf R+\mathbf u|}\right\rangle\simeq\frac1R+\frac{\langle3(\hat{\mathbf R}\cdot\mathbf u)^2-u^2\rangle}{2R^3}.$$

The linear term vanishes because each ring averages to its centroid. For the same reason the cross terms between $\mathbf s_1$ and $\mathbf s_2$ vanish, and the rings contribute separately. If $\gamma$ is the angle between $\mathbf R$ and a ring normal, then $\langle(\hat{\mathbf R}\cdot\mathbf s)^2\rangle=\tfrac12a^2\sin^2\gamma$. One ring therefore gives

$$\tfrac32a^2\sin^2\gamma-a^2=-\tfrac12a^2(3\cos^2\gamma-1)=-a^2P_2(\cos\gamma).$$

The metal and the two centroids form an isosceles triangle with apex angle $\pi-\beta$. Its base angles are $\beta/2$, so $\gamma=\beta/2$ for both rings and $R=2h\cos(\beta/2)$. Adding the two ring terms,

$$U\simeq\frac1R-\frac{a^2P_2(\cos(\beta/2))}{R^3}.$$

Put $x=\beta/2$ and expand to order $x^2$:

$$\frac1R\simeq\frac{1}{2h}\left(1+\frac{x^2}{2}\right),\qquad
\frac{P_2(\cos x)}{R^3}\simeq\frac{1}{8h^3}\left(1-\frac{3x^2}{2}\right)\left(1+\frac{3x^2}{2}\right).$$

In the second expression the $x^2$ terms cancel: tilting weakens the quadrupole factor as fast as the shorter distance strengthens it. What remains is

$$\Delta U\simeq\frac{x^2}{4h}=\frac{\beta^2}{16h}>0 .$$

In this model the parallel form resists this bend without any metal orbital at all. The statement is tied to the chosen motion, which keeps every ring charge at its distance from the metal. If the rings may also slip, or tilt about their own centroids, so that ring charge moves closer to the cation, the energy of the pure charge model falls: the parallel form is then a saddle point, and short-range repulsion, absent from the model, is needed to exclude such motions.

**When ionic bonding gives a bent shape.** Give the cation a dipole polarizability $\alpha$. On its axis, a ring produces at the metal a field of magnitude

$$f=\frac{h}{(h^2+a^2)^{3/2}} .$$

In the parallel form the two fields cancel. After bending, the unit vectors towards the centroids add to a vector of length $2\sin(\beta/2)$, so the net field is $F=2f\sin(\beta/2)$. The induction energy is

$$-\tfrac12\alpha F^2=-2\alpha f^2\sin^2(\beta/2)\simeq-\tfrac12\alpha f^2\beta^2 .$$

The coefficient of $\beta^2$ becomes $1/(16h)-\alpha f^2/2$. The parallel form resists bending if $\alpha<1/(8hf^2)=(h^2+a^2)^3/(8h^3)$; within the model a softer cation would bend. In principle, then, ionic bonding by itself does not fix the shape either. Whether a real cation is soft enough is a separate question, taken up with numbers below.

### Removing the d functions from magnesocene

The model leaves out overlap, exchange and ring polarization, so I turn to restricted Hartree–Fock calculations on the whole molecule. The basis is 6-31G, which has no d functions on carbon or hydrogen. Magnesium has in addition two d shells, with exponents 0.45 and 0.15 bohr$^{-2}$, which can be switched off. Two-electron integrals are evaluated by density fitting. The rings are planar, eclipsed and rigid, with chosen distances C–C = 2.68 bohr and C–H = 2.04 bohr; the carbon radius is $a=2.28$ bohr.

First switch off the d shells, so that no atom has any d function. Relative to the parallel structure at $h=3.85$ bohr, the energy is higher by 0.01527 hartree at $h=3.60$ and by 0.00216 hartree at $h=4.10$. A minimum in $h$ is bracketed. To estimate it, write $E(h+\delta)=E+g\delta+\tfrac12k\delta^2$ with step 0.25 bohr. The sum of the two rises gives $k$, and their difference gives $g$:

$$k=\frac{0.01527+0.00216}{0.25^2}=0.279,\qquad g=\frac{0.00216-0.01527}{2(0.25)}=-0.0262 .$$

The minimum lies at $\delta=-g/k=0.094$ bohr, that is, at $h\simeq3.94$ bohr or 2.09 Å. The parabola puts it $g^2/(2k)\simeq0.0012$ hartree below the structure at 3.85 bohr. The curve is asymmetric, so these are rough values: a direct calculation at 3.94 bohr lies only 0.0009 hartree lower, and a cubic through the four points places the minimum near 3.93 bohr (2.08 Å).

Next come displacements that break the symmetry, made at $h=3.85$ bohr. A term linear in a bend or in a common sideways slip would have the form $A\cos\phi+B\sin\phi$, where $\phi$ is the direction of displacement. Rotation by $72^\circ$ must leave the energy unchanged, which requires $A=B=0$. The parallel form is thus stationary along these displacements, and the question is whether the energy rises:

- Bending by $\beta=20^\circ$ costs 0.0052 hartree (13.6 kJ/mol).
- Sliding both rings together by 0.60 bohr off the metal axis costs 0.0071 hartree (18.7 kJ/mol).

Both displaced structures also lie above the estimated parallel minimum, because that minimum is lower still than the parallel structure at 3.85 bohr from which the costs are counted. The sandwich therefore resists these displacements with no d function in the molecule. Bend and slip have the same symmetry and can couple. Applied together they cost 0.0130 or 0.0134 hartree, depending on the sense of the slip, so the coupling is only about 0.0002 hartree and does not soften the parallel form. This is not a full vibrational analysis: ring torsion, slip of one ring alone and internal ring distortions were not examined.

If the magnesium d shells are restored, the same bend costs 0.0045 hartree. In this calculation d functions make bending slightly *easier*. They are not what holds the rings parallel.

For comparison, the ionic formula with $\beta=0.349$ rad gives

$$\frac{(0.349)^2}{16(3.85)}=0.0020\ \text{hartree},$$

and summing the repulsion of charges $-1/5$ placed on the carbons gives 0.0020 hartree as well. The Hartree–Fock cost without d functions is about 2.6 times larger. The charged-ring model thus gives the right sign but not the full bending energy. I have not separated the remainder into its contributions.

The same geometry puts a number on the polarization condition. With $h^2+a^2=20.0$ bohr$^2$, $f=0.043$, and the bound on $\alpha$ is about 18 bohr$^3$. This is a limit within the charged-ring model, not a computed property of $\mathrm{Mg^{2+}}$. For this ring radius the bound is never below $a^3\simeq12$ bohr$^3$, and it grows with $h$ for larger cations. Hartree–Fock polarizabilities of the free ions are about 0.5 bohr$^3$ for $\mathrm{Mg^{2+}}$, 3 for $\mathrm{Ca^{2+}}$ and 10 for $\mathrm{Ba^{2+}}$, so none of them bends in this model; the model should not be taken as the explanation of real bent sandwiches.

### What lowers the energy

To speak of electrostatic bonding one must name the fragments. I take $A=\mathrm{Mg^{2+}}$ and $B=(\mathrm{C_5H_5})_2^{2-}$, the ring pair already in its place in the parallel structure at $h=3.85$ bohr. Let $\rho_A,\rho_B$ be their frozen charge densities, nuclei included, and $\Phi_0$ the antisymmetrized determinant made from their unrelaxed orbitals. Define

$$E_{\rm elstat}=\iint\frac{\rho_A(\mathbf r)\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

$$E_{\rm Pauli}=E[\Phi_0]-E_A-E_B-E_{\rm elstat},\qquad E_{\rm orb}=E_{\rm HF}-E[\Phi_0].$$

On addition, $E[\Phi_0]$ and $E_{\rm elstat}$ cancel, leaving $E_{\rm int}=E_{\rm HF}-E_A-E_B$. With the metal d shells included, the values in hartree are

$$E_{\rm int}=-0.906+0.092-0.237=-1.051 ,$$

or $-2761$ kJ/mol. Of the two attractive terms, electrostatics supplies $0.906/(0.906+0.237)=79\%$.

The electrostatic term has a simple reading. Outside its electron cloud, a spherical $\mathrm{Mg^{2+}}$ acts as a point charge $+2$. Multiplying the computed ring potential at the nucleus by 2 gives $-0.891$ hartree, within 2% of the full term. An even cruder picture, with each ring's charge $-1$ on its carbon circle, gives $-4/\sqrt{20.0}=-0.894$ hartree.

The zero of energy needs care. $E_B$ already contains the repulsion between the rings, so $E_{\rm int}$ is not the energy released when three separate ions meet. The ring formula at $\beta=0$ estimates that repulsion as $1/7.70-5.20/7.70^3\simeq0.12$ hartree. Even after this is subtracted, the electrostatic attraction is about 0.79 hartree, well above the orbital term.

The orbital term can be resolved by enlarging the set of allowed functions. Start with all ring functions plus the five occupied core orbitals of $\mathrm{Mg^{2+}}$, and then add the remaining metal functions. The energy gains, in hartree, are:

| Functions made available | d added last | d added first |
|---|---:|---:|
| rings and Mg core | 0.166 | 0.166 |
| metal s and p | 0.056 | 0.055 |
| metal d | 0.015 | 0.016 |

In the first order, the s functions contribute 0.016 and the p functions, added after them, 0.039. With this basis and these two d exponents, metal s and p together gain about 3.5 times as much as metal d, and the order hardly matters.

The largest entry, 70% of the orbital term, needs no metal valence function. It is the response of the ring electrons to the dication, described with the ring functions and the metal core alone. Because ring functions extend into the region of the metal, this entry does not separate polarization of the rings from transfer of charge towards the metal. Orbital relaxation is therefore not a synonym for covalency. The phrase "metal s and p interactions dominate" fits these computed gains as a comparison *among metal functions*; it would be wrong as a statement about the whole orbital term.

The orbitals follow the symmetry rule. The table lists Mulliken populations on magnesium, counted for each doubly occupied orbital.

| π level | Energy, no d (hartree) | Mg population, no d | Mg population, with d |
|---|---:|---:|---:|
| $e_1''$ | $-0.301$ | 0.000 | 0.090 |
| $e_1'$ | $-0.336$ | 0.224 | not evaluated |

When d functions are added, the $e_1''$ pair gains some magnesium character, but its energy does not fall: it rises by 0.0005 hartree. The total energy nevertheless falls by 0.015 hartree. An orbital energy includes the changed mean field of all the other electrons, so it does not measure the contribution of that orbital to bonding.

### How far the conclusion reaches

The d contribution is small, not zero: 0.015 hartree is about 40 kJ/mol. Part of it may be a repair of the limited ring basis by functions that happen to sit on magnesium. I made no counterpoise correction for the sandwich, so this number should not be read as a pure covalent energy. The half sandwich $\mathrm{Mg(C_5H_5)^+}$ indicates the size of these effects: its d gain of 0.0116 hartree falls to 0.0110 when d functions are added on carbon, and the magnesium d shells without the magnesium ion lower the energy of $\mathrm{C_5H_5^-}$ by about 0.0008 hartree. The same caution applies to the s and p gains. Electron correlation, diffuse functions and ring polarization functions are also absent.

The 79% share belongs to the ionic fragments. Neutral fragments would place the transfer of two electrons inside the orbital term and give another partition. The argument from shape does not depend on that choice: it compares total energies of the same molecule with the d functions removed.

Nor does magnesocene show that d bonding is weak in ferrocene. It shows that the shape cannot decide the matter. For a transition-metal sandwich, the case for d covalency has to rest on evidence about the orbitals and energies themselves, such as the metal–ring mixing in the occupied levels, or spectra and magnetism that depend on the d shell. Simply removing the d functions, as was done here for magnesium, would not serve: an iron(II) ion has occupied 3d orbitals, so the removal would destroy the electronic structure of the ion itself, not just its d bonding to the rings.
